# Stark shifts of the n=2 level of hydrogen-like lithium

## The problem

A doubly ionized lithium atom has one electron and a nucleus of charge $Z=3$. Its $2p\to1s$ line lies near 135 Å, the wavelength used in extreme-ultraviolet (EUV) lithography. In a plasma the ion sits in the electric field of its neighbours.

Take the nucleus as a fixed point charge, leave out spin and relativity, and apply a uniform field of strength $F$ along $+z$. In atomic units the electron has charge $-1$, so its energy in the field is $+Fz$, and

$$H=H_0+Fz,\qquad H_0=\frac{p^2}{2}-\frac{Z}{r}.$$

Find the shifts of the $n=2$ level to first order in $F$. State the range of fields in which they hold, and evaluate them for $F=0.1$ V/Å (10 MV/cm).

## A tempting solution

The unperturbed states are $2s$, $2p_x$, $2p_y$ and $2p_z$. The first-order shift of a state $\psi$ is

$$E^{(1)}=F\langle\psi|z|\psi\rangle .$$

Each of the four states has definite parity, so $|\psi|^2$ is even under $\mathbf r\to-\mathbf r$, while $z$ is odd. All four integrals vanish. The level therefore has no shift linear in $F$, and the leading effect is quadratic.

## Where it fails

The integrals are indeed zero. The fault lies in the choice of states. Write the perturbed state as $\psi_0+F\psi_1+\dots$ and its energy as $E_0+F\epsilon+\dots$. The terms of first order in $F$ in the Schrödinger equation are

$$(H_0-E_0)\psi_1+(z-\epsilon)\psi_0=0 .$$

The $n=2$ states $|i\rangle$ share the energy $E_0$, so $\psi_0=\sum_j c_j|j\rangle$ may be any combination of them. Project the equation on each $|i\rangle$. The first term drops out, because $\langle i|(H_0-E_0)=0$, and four conditions remain:

$$\sum_j\langle i|z|j\rangle\,c_j=\epsilon\,c_i .$$

The tempting solution put $\psi_0=2s$ and used only the projection on $2s$ itself. The projection on $2p_z$ also demands $\langle2p_z|z|2s\rangle=0$. If that element is not zero, $2s$ is not the state from which a perturbed state grows. The second-order formula gives the same warning: it would contain $|\langle2p_z|z|2s\rangle|^2$ divided by a vanishing energy difference.

## The right solution

**Which elements survive.** Parity removes the diagonal elements and those between two $p$ states. A half-turn about the $z$ axis leaves $z$, $2s$ and $2p_z$ unchanged but reverses $2p_x$ and $2p_y$, so $\langle2s|z|2p_x\rangle$ and $\langle2s|z|2p_y\rangle$ vanish. The one independent element left is $\langle2s|z|2p_z\rangle$.

**The wavefunctions.** Take

$$\psi_{2s}=N(2-Zr)e^{-Zr/2},\qquad \psi_{2p_z}=NZz\,e^{-Zr/2}.$$

With $u(r)$ equal to $r$ times the radial part, the radial equation is

$$-\frac{u''}{2}+\frac{l(l+1)}{2r^2}u-\frac Zr u=Eu .$$

For $2s$, $u=(2r-Zr^2)e^{-Zr/2}$. Differentiating twice,

$$u''=\left(-4Z+\tfrac52Z^2r-\tfrac14Z^3r^2\right)e^{-Zr/2}.$$

The left side, divided by the exponential, is

$$2Z-\tfrac54Z^2r+\tfrac18Z^3r^2-2Z+Z^2r=-\tfrac{Z^2}{8}(2r-Zr^2).$$

For $2p$, $u=r^2e^{-Zr/2}$ and $u''=(2-2Zr+\tfrac14Z^2r^2)e^{-Zr/2}$. The left side becomes

$$-1+Zr-\tfrac18Z^2r^2+1-Zr=-\tfrac{Z^2}{8}r^2 .$$

Both states have $E_0=-Z^2/8$.

**Normalization.** Using $\int_0^\infty r^ke^{-Zr}dr=k!/Z^{k+1}$,

$$4\pi N^2\int_0^\infty r^2(2-Zr)^2e^{-Zr}dr=4\pi N^2\,\frac{8-24+24}{Z^3}=\frac{32\pi N^2}{Z^3}=1 .$$

For $2p_z$ the angular average of $z^2$ is $r^2/3$, and the norm is $N^2Z^2(4\pi/3)(24/Z^5)=32\pi N^2/Z^3$, the same value. Hence $N^2=Z^3/(32\pi)$.

**The matrix element.** The same angular average gives

$$\langle2s|z|2p_z\rangle=N^2Z\,\frac{4\pi}{3}\int_0^\infty r^4(2-Zr)e^{-Zr}dr .$$

The radial integral is $(48-120)/Z^5=-72/Z^5$, so

$$\langle2s|z|2p_z\rangle=\frac{Z^3}{32\pi}\,Z\,\frac{4\pi}{3}\left(-\frac{72}{Z^5}\right)=-\frac3Z .$$

Its sign depends on the sign convention for the two functions; the energies do not.

**The energies.** In the basis $(2s,2p_z)$ the field is

$$\begin{pmatrix}0&-3F/Z\\-3F/Z&0\end{pmatrix}.$$

Setting the determinant of this matrix minus $\Delta E$ times the unit matrix to zero gives $\Delta E^2=(3F/Z)^2$. The four shifts are therefore

$$\Delta E=+\frac{3F}{Z},\quad0,\quad0,\quad-\frac{3F}{Z},$$

and for lithium, $Z=3$, the outer levels move by

$$\boxed{\Delta E=\pm F}\quad\text{(atomic units)}.$$

**What the states look like.** For the upper root the first row reads $-(3F/Z)c_p=(3F/Z)c_s$, so $c_p=-c_s$ and the state is $(2s-2p_z)/\sqrt2$. Its mean position is

$$\langle z\rangle=2\cdot\frac1{\sqrt2}\cdot\left(-\frac1{\sqrt2}\right)\cdot\left(-\frac3Z\right)=+\frac3Z ,$$

which is one bohr, 0.529 Å, for lithium. The electron sits on the side where its field energy is high. The lowered state $(2s+2p_z)/\sqrt2$ is the mirror image. Because $2s$ and $2p_z$ are degenerate, this displacement costs no energy in $H_0$, and even a weak field selects fully displaced states. The coefficient is 1 because the orbital size scales as $1/Z$ and hydrogen's coefficient is 3.

## The range of fields

**Lower limit: fine structure.** Spin-orbit coupling in the $2p$ states is $(\alpha^2Z/2)\langle r^{-3}\rangle\,\mathbf L\cdot\mathbf S$, with $\alpha$ the fine-structure constant and

$$\langle r^{-3}\rangle=\frac{\int r\,e^{-Zr}dr}{\int r^4e^{-Zr}dr}=\frac{Z^3}{24}.$$

Since $\mathbf L\cdot\mathbf S$ is $1/2$ for $j=3/2$ and $-1$ for $j=1/2$, the splitting is $\Delta=\alpha^2Z^4/32$ to leading order in $\alpha$. The Dirac energies give 0.00367 eV. They also place $2s_{1/2}$ level with $2p_{1/2}$. Measured from that common level, the fine structure is $\tfrac23\Delta(\mathbf L\cdot\mathbf S+1)$ on the $p$ states and zero on $2s$.

When $F\gg\Delta$, this is a small correction to the Stark states. Each outer state is half $2p_z$, where $\mathbf L\cdot\mathbf S$ averages to zero, so both outer levels rise by $\Delta/3=0.00122$ eV. The middle states no longer coincide: in $|p_{+1}\downarrow\rangle$, $\mathbf L\cdot\mathbf S$ averages to $-1/2$ and the level rises by $\Delta/3$, while in $|p_{+1}\uparrow\rangle$ it is $+1/2$ and the level rises by $\Delta$. The middle level thus splits by $2\Delta/3=0.0024$ eV, about 5 % of $F$ in the example. In second order, each outer state with spin up is coupled with strength $\Delta/3$ to the other outer state, at distance $2F$, and to one middle state of opposite spin, at distance $F$. The outer levels are pushed apart, each by

$$\frac{(\Delta/3)^2}{2F}+\frac{(\Delta/3)^2}{F}=\frac{\Delta^2}{6F}.$$

In the example $F/\Delta=14.4$, and the relative correction is $1/(6\times14.4^2)=0.0008$. Diagonalizing the eight spin-orbital states gives a half-splitting of $1.00080\,F$.

When $F\ll\Delta$, only $2s_{1/2}$ and $2p_{1/2}$ mix appreciably. For $m_j=1/2$ the $p$ states are $|p_z\uparrow\rangle$ and $|p_{+1}\downarrow\rangle$, between which

$$\mathbf L\cdot\mathbf S=\begin{pmatrix}0&1/\sqrt2\\1/\sqrt2&-1/2\end{pmatrix}.$$

For the eigenvalue $-1$ the first row gives $b/\sqrt2=-a$, so $a^2+b^2=3a^2=1$, and $2p_{1/2}$ contains $p_z$ with weight $1/3$. The coupling to $2s$ is multiplied by $1/\sqrt3$, and the shifts become $\pm F/\sqrt3$. At $F=\Delta/1000$ the diagonalization gives a slope of 0.5777 for the lowest level, against $1/\sqrt3=0.5774$. The small excess is the repulsion from $2p_{3/2}$.

The Lamb shift, omitted here, separates $2s_{1/2}$ from $2p_{1/2}$ by some energy $\delta$. With coupling $g=F/\sqrt3$, and with $2p_{3/2}$ left out, the two levels lie at $\pm\sqrt{\delta^2/4+g^2}$ about their mean. For $g\ll\delta$ each moves by $g^2/\delta$, which is quadratic. The tempting argument is thus right for fields so weak that the degeneracy is effectively broken. In Li$^{2+}$, $\delta$ is about 0.00026 eV, some 7 % of $\Delta$. At $F=\Delta/1000$ the real ion is therefore in this quadratic regime, and the shifts $\pm F/\sqrt3$, which need $\delta\ll F\ll\Delta$, have no clear range of fields.

**Upper limit: ionization.** At distance $s$ along the negative $z$ axis the potential is $-Z/s-Fs$. Its maximum is at $s=\sqrt{Z/F}$ and has height $-2\sqrt{ZF}$. This falls to the unshifted level $-Z^2/8$ when

$$4ZF=\frac{Z^4}{64},\qquad F=\frac{Z^3}{256},$$

or 5.42 V/Å for lithium. At 0.1 V/Å a semiclassical estimate along the axis gives a tunnelling factor of about $e^{-1120}$, so ionization by this field is negligible. The first-order shifts need $3F/Z\gg\Delta$ and $F\ll Z^3/256$, which for lithium means fields well above 0.007 V/Å and well below 5.4 V/Å. Within that range the higher-order terms change each outer shift by about 0.2 % at 0.1 V/Å, 2 % at 1 V/Å and 5 % at 2.5 V/Å, reaching 11 to 12 % at 5.4 V/Å.

**Other shells.** Diagonalizing $H$ in a large finite basis, which includes other values of $n$, gives outer shifts of $+0.052811$ and $-0.053025$ eV. Half their difference agrees with $F$ to about 3 parts in a million. Their mean, $-0.000107$ eV, is the quadratic shift: it grows fourfold, to within 0.01 in that factor, when the field is doubled.

**Nuclear motion.** Let the nucleus have mass $M$ in electron masses. With $\mathbf R$ the centre of mass and $\mathbf r$ the position of the electron relative to the nucleus,

$$\mathbf r_e=\mathbf R+\frac{M}{M+1}\mathbf r,\qquad \mathbf r_n=\mathbf R-\frac{1}{M+1}\mathbf r .$$

The field energy $Fz_e-ZFz_n$ becomes

$$-(Z-1)FR_z+F\,\frac{M+Z}{M+1}\,z .$$

The first term accelerates the whole ion and leaves its internal levels alone. The reduced mass $M/(M+1)$ enlarges the orbital by $(M+1)/M$. Together the outer shifts are $\pm(3F/Z)(1+Z/M)$, a relative change of $2.35\times10^{-4}$ for mass number 7.

## The line near 135 Å

A shift of $F$ in atomic units is the work of the field over one bohr:

$$0.1\ \text{V/Å}\times0.5292\ \text{Å}\to0.0529\ \text{eV}.$$

The $1s$ level has no degenerate partner of opposite parity, so for it the parity argument holds and there is no linear shift. The unshifted line energy is $Z^2/2-Z^2/8=27/8$ hartree, or 91.838 eV. All four upper states contain some $2p$ character and can emit. In this model, without the small relativistic and nuclear-mass offsets given at the end, the lines lie at 134.92, 135.00 and 135.08 Å. The outer ones are displaced by

$$\frac{0.0529}{91.84}\times135.0\ \text{Å}=0.078\ \text{Å}\quad(0.0078\ \text{nm}).$$

The full spread, 0.156 Å, is about 6 % of a mirror bandwidth of 2.70 Å, taken as roughly 2 % of the wavelength. At this field the Stark splitting does not carry the line out of the band.

## Beside a real plasma

Present EUV production scanners use tin plasmas; lithium is an alternative emitter, with this one strong line in the mirror band. The chosen field is that of another doubly charged ion at 16.97 Å, taken unscreened; Debye screening by the electrons, with the length given below, would lower it by about 12 %. If each ion occupies a sphere of that radius, the electron density is about $10^{20}$ cm$^{-3}$, plausible for a dense plasma driven by a laser near 1 µm. At a tenth of that density, nearer the case of a 10 µm laser, the field of a nearest ion of the same charge is $10^{2/3}\approx4.6$ times smaller. Then $F/\Delta\approx3$, and the fine-structure correction $\Delta^2/(6F^2)$ to the outer half-splitting is about 2 %, while the splitting $2\Delta/3$ of the middle level is about a fifth of $F$.

The assumption that fails most plainly is that of one steady, uniform field. Ion distances and directions vary, and the outer shifts follow the local field strength in proportion. The three sharp lines therefore describe one ion in one field, not the emitted profile.

Nonuniformity is the smaller part of this. For a neighbour of charge $Q$ at $z=-R$, the next term of the electron's energy is $-Q(3z^2-r^2)/(2R^3)$. In $2p_z$ the mean of $(3z^2-r^2)/2$ is $\tfrac25\langle r^2\rangle=\tfrac25\cdot30/Z^2=4/3$. It is half that in the outer states and $-2/3$ in the middle ones. Since $Q/R^2=F$, the outer pair moves down and the middle pair up by

$$\frac{2F}{3R}=\frac23\times0.0529\ \text{eV}\times\frac{0.529}{16.97}=0.0011\ \text{eV}.$$

The ion's full potential, diagonalized within $n=2$, gives the same values and changes the half-splitting by 0.02 %.

At a rough temperature of 15 eV the Doppler full width is 0.010 eV. With $v$ the most probable speed of one ion, ion motion brings in an energy $\hbar v/R\approx0.008$ eV, about 15 % of the Stark shift. The field changes with the relative speed of two ions, which is typically larger by a factor of about $\sqrt2$ and raises this to about 21 %. Treating the ions as static is therefore only a rough approximation.

Electron collisions also broaden the components. One passing at speed $v$ and distance $b$ on a straight path gives an impulse $2/(bv)$. To second order the amplitude of the state falls by

$$\frac12\left(\frac{2}{bv}\right)^2\frac S3=\frac{2S}{3b^2v^2},$$

where $S$ sums the squared elements of $x$, $y$ and $z$ from the outer state to all $n=2$ states, and $1/3$ averages over directions. Here $S=1+\tfrac12+\tfrac12=2$. Multiplying by the collision rate $n_ev\,2\pi b\,db$ and integrating gives the half-width

$$\frac{4\pi}{3}\,n_e\left\langle\frac1v\right\rangle S\,\ln\frac{b_{\max}}{b_{\min}} .$$

With the Debye length, 29.1 Å, and the rms orbital radius, 1.06 Å, as cutoffs, the logarithm is 3.32 and the full width is about 0.024 eV. The straight path is itself rough, because the ion's charge of $+2$ bends the orbit: on a hyperbola the impulse is $2/(v\sqrt{b^2+b_0^2})$ with $b_0=2/v^2$, which lowers the width to about 0.016 to 0.018 eV, roughly a third of the spacing between neighbouring components. These widths are for the outer states. The middle states couple only to $2s$, so $S=1$ and their width is half as large, comparable with the Doppler width and the ion-motion energy. Collisions thus blur the pattern even before the spread of ion fields is counted.

Relativity, with the Lamb shift left out, and nuclear mass move the centre of the field-free line by $+0.0125$ and $-0.0072$ eV. These offsets matter for its absolute wavelength but are not Stark shifts. The remaining values are in the numerical output.

## Computed results

```
Nuclear charge Z: 3
Matrix element <2s|z|2pz>, Z=3: -1.000000 bohr
Mean z in raised state: 0.5292 angstrom
Field F: 0.10 V/angstrom
Field F, converted: 10.0 MV/cm
Field F in atomic units: 0.001945 a.u.
Unshifted n=2 energy: -30.6128 eV
First-order outer shift, plus or minus: 0.05292 eV
Full basis: upper shift: 0.052811 eV
Full basis: lower shift: -0.053025 eV
Full basis: middle shift: -9.910e-05 eV
Full basis: half-splitting / F: 1.0000027
Common quadratic shift of outer pair: -1.067e-04 eV
Unshifted line energy: 91.838 eV
Line from raised level: 134.925 angstrom
Line from middle levels: 135.003 angstrom
Line from lowered level: 135.080 angstrom
Outer wavelength shift: 0.0778 angstrom
Outer wavelength shift, converted: 0.00778 nm
Mirror bandwidth, rough 2 percent: 2.70 angstrom
Fine-structure splitting of n=2: 0.00367 eV
F / fine splitting, both in a.u.: 14.4
Half-splitting / F with fine structure: 1.00080
Outer-pair centre above j=1/2 level: 0.00122 eV
Weak-field slope, no Lamb shift: 0.5777
Relativistic shift of whole line: 0.0125 eV
Nuclear-mass shift of whole line: -0.0072 eV
Relative mass correction to Stark shift: 2.35e-04
Field with barrier top at level: 5.42 V/angstrom
WKB tunnelling exponent: 1120
Neighbour ion charge: 2 e
Neighbour ion distance: 16.97 angstrom
Matching electron density: 9.77e+19 cm^-3
Ion potential: half-splitting / F: 1.00022
Ion potential: outer-pair common shift: -0.00110 eV
Ion potential: middle-level shift: 0.00110 eV
Plasma temperature, rough: 15 eV
Doppler full width: 0.0104 eV
Ion-motion energy scale: 0.0079 eV
Dipole strength sum in raised state: 2.000 bohr^2
Rms radius of raised state: 1.058 angstrom
Electron Debye length: 29.1 angstrom
Logarithm in impact width: 3.32
Electron-impact full width, rough: 0.024 eV
```
